# Quartet terms of f³ and the spectrum of Nd³⁺: verification in Python

```python
# Result under test: the quartet terms of f^3 have Coulomb energies
# 3*E0 + e*E3 with e = -21 (4I), 0 (4S, 4F), 12 (4G), 33 (4D), where
# E0 = F_0 - 10 F_2 - 33 F_4 - 286 F_6, E3 = (5 F_2 + 6 F_4 - 91 F_6)/3,
# F_0 = F^0, F_2 = F^2/225, F_4 = F^4/1089, F_6 = 25 F^6/184041,
# and F^k are the Slater integrals of the f shell.
# The Nd3+ example uses non-relativistic configuration-average
# Hartree-Fock and a central-field spin-orbit parameter zeta.
# Atomic units are used inside; printed energies are in eV.
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammainc, gamma

EV = constants.physical_constants["Hartree energy in eV"][0]
ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
ALPHA = constants.fine_structure
DENOM = {0: 1.0, 2: 225.0, 4: 1089.0, 6: 184041.0 / 25.0}
TERM_E3 = {6: -21, 4: 12, 3: 0, 2: 33, 0: 0}


def racah(slater):
    f = {k: slater[k] / DENOM[k] for k in DENOM}
    e0 = f[0] - 10 * f[2] - 33 * f[4] - 286 * f[6]
    e3 = (5 * f[2] + 6 * f[4] - 91 * f[6]) / 3
    return e0, e3


# ---------- angular integrals by quadrature ----------
x, x_weight = leg.leggauss(24)


def theta(l, m):
    """Normalized polar part of a spherical harmonic."""
    n = abs(m)
    poly = leg.legval(x, leg.legder([0] * l + [1], n))
    norm = sqrt((2 * l + 1) / 2 * factorial(l - n) / factorial(l + n))
    phase = (-1) ** n if m > 0 else 1
    return phase * norm * (1 - x * x) ** (n / 2) * poly


m_values = np.arange(3, -4, -1)
angular = {}
for k in DENOM:
    table = np.zeros((7, 7))
    for i, mi in enumerate(m_values):
        for j, mj in enumerate(m_values):
            if abs(mi - mj) <= k:
                table[i, j] = sqrt(2 / (2 * k + 1)) * np.sum(
                    x_weight * theta(3, mi) * theta(k, mi - mj)
                    * theta(3, mj))
    angular[k] = table

# ---------- determinant space of f^3 ----------
# Spin-orbitals 0..6 have spin up, 7..13 have spin down.
pairs = list(combinations(range(14), 2))
pair_index = {p: i for i, p in enumerate(pairs)}
dets = list(combinations(range(14), 3))
remove_pair = np.zeros((91, 14, 364))
remove_one = np.zeros((14, 91, 364))
for d, (a, b, c) in enumerate(dets):
    for sign, pair, rest in ((1, (a, b), c), (-1, (a, c), b),
                             (1, (b, c), a)):
        remove_pair[pair_index[pair], rest, d] = sign
        remove_one[rest, pair_index[pair], d] = sign


def lift(removal, operator):
    """Matrix of a one- or two-body operator between determinants."""
    n = removal.shape[0]
    acted = operator @ removal.reshape(n, -1)
    return removal.reshape(-1, 364).T @ acted.reshape(-1, 364)


space = np.arange(14) % 7
spin = np.arange(14) // 7
m_orb = m_values[space]


def direct(ck, a, b, c, d):
    allowed = ((spin[a] == spin[c]) & (spin[b] == spin[d])
               & (m_orb[a] + m_orb[b] == m_orb[c] + m_orb[d]))
    return ck[space[c], space[a]] * ck[space[b], space[d]] * allowed


pa, pb = np.array(pairs).T
pair_matrix, det_matrix = {}, {}
for k, ck in angular.items():
    A, B, C, D = pa[:, None], pb[:, None], pa[None, :], pb[None, :]
    pair_matrix[k] = direct(ck, A, B, C, D) - direct(ck, A, B, D, C)
    det_matrix[k] = lift(remove_pair, pair_matrix[k])


def combine(matrices, slater):
    return sum(slater[k] * matrices[k] for k in DENOM)


l_plus = np.zeros((7, 7))
for i in range(1, 7):
    m = m_values[i]
    l_plus[i - 1, i] = sqrt(12 - m * (m + 1))
l_z = np.diag(m_values.astype(float))
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
s_z = np.diag([0.5, -0.5])
lp, lz = np.kron(np.eye(2), l_plus), np.kron(np.eye(2), l_z)
sp, sz = np.kron(s_plus, np.eye(7)), np.kron(s_z, np.eye(7))


def total_square(plus, z):
    P, Z = lift(remove_one, plus), lift(remove_one, z)
    return P.T @ P + Z @ Z + Z


L2, S2 = total_square(lp, lz), total_square(sp, sz)
J2 = total_square(lp + sp, lz + sz)
spin_orbit = lift(remove_one, lz @ sz + 0.5 * (lp @ sp.T + lp.T @ sp))

# ---------- tests for arbitrary Slater integrals ----------
label_values, label_vectors = np.linalg.eigh(L2 + 1000 * S2)
up_pairs = [i for i, p in enumerate(pairs) if p[1] < 7]
up_dets = [i for i, p in enumerate(dets) if p[2] < 7]
det_ml = {i: int(sum(m_orb[list(dets[i])])) for i in up_dets}
rng = np.random.default_rng(7)
pair_w = None
for trial in range(4):
    slater = {k: rng.uniform(0.5, 3.0) for k in DENOM}
    e0, e3 = racah(slater)
    v2 = combine(pair_matrix, slater)
    h3 = combine(det_matrix, slater)
    found = np.linalg.eigvalsh(v2[np.ix_(up_pairs, up_pairs)])
    expected = np.sort([e0 - 9 * e3] * 11 + [e0] * 7
                       + [e0 + 33 * e3] * 3)
    assert np.allclose(found, expected, atol=1e-9)
    w = (np.diag(v2)[up_pairs] - e0) / e3
    assert np.allclose(w, np.round(w), atol=1e-7)
    assert pair_w is None or np.allclose(w, pair_w, atol=1e-7)
    pair_w = w
    assert np.allclose(h3 @ L2, L2 @ h3, atol=1e-8)
    for L, e in TERM_E3.items():
        chosen = np.abs(label_values - L * (L + 1) - 3750) < 1e-6
        assert chosen.sum() == 4 * (2 * L + 1)
        vec = label_vectors[:, chosen]
        block = vec.T @ h3 @ vec
        assert np.allclose(block, (3 * e0 + e * e3)
                           * np.eye(len(block)), atol=1e-8)
    det_e = {i: (h3[i, i] - 3 * e0) / e3 for i in up_dets}
    for ml in range(7):
        trace = sum(det_e[i] for i in up_dets if det_ml[i] == ml)
        terms = sum(e for L, e in TERM_E3.items() if L >= ml)
        assert abs(trace - terms) < 1e-6

print("Pair table: m m' | J,K coefficients of F_2; F_4; F_6 | w")
for i, w in zip(up_pairs, pair_w):
    a, b = pairs[i]
    ma, mb = m_values[a], m_values[b]
    if ma + mb < 0 or (ma + mb == 0 and ma < 0):
        continue
    cells = []
    for k in (2, 4, 6):
        ck = angular[k]
        cells.append(f"{DENOM[k] * ck[a, a] * ck[b, b]:5.0f},"
                     f"{DENOM[k] * ck[a, b] ** 2:4.0f}")
    print(f"{ma:2d} {mb:2d} | " + "; ".join(cells) + f" | {w:4.0f}")
print("Determinant energies minus 3E^0, in units of E^3:")
for ml in (6, 4, 3, 2, 0):
    entries = [f"{tuple(int(m_orb[o]) for o in dets[i])}:"
               f"{round(det_e[i])}" for i in up_dets if det_ml[i] == ml]
    print(f"M_L={ml}: " + " ".join(entries))

# ---------- radial Hartree-Fock for Nd3+ ----------
Z = 60
shells = {0: [2] * 5, 1: [6] * 4, 2: [10] * 2, 3: [3]}
assert sum(sum(n) for n in shells.values()) == Z - 3
exponents = {0: np.geomspace(0.8, 150, 13),
             1: np.geomspace(1.0, 90, 12),
             2: np.geomspace(1.2, 60, 10),
             3: np.geomspace(1.2, 35, 10)}
r = np.geomspace(1e-5, 60, 500)
step = np.log(r[1] / r[0])
weight = r * step
low, high = np.minimum.outer(r, r), np.maximum.outer(r, r)
kernel = {}
for k in range(7):
    kernel[k] = (low / high) ** k / high
    # End correction of the trapezoidal rule at the kink r = r'.
    kernel[k][np.diag_indices(len(r))] *= 1 - step * (2 * k + 1) / 12


def slater_integral(u, k):
    density = weight * u * u
    return density @ kernel[k] @ density


def sto(l, z):
    norm = sqrt((2 * z) ** (2 * l + 3) / factorial(2 * l + 2))
    return norm * r ** (l + 1) * np.exp(-z * r)


for k in (0, 2, 4, 6):
    z = 6.0

    def outer(s):
        inner = (gammainc(9 + k, 2 * z * s) * gamma(9 + k)
                 / gamma(9) / (2 * z) ** k)
        return (2 * (2 * z) ** 9 / gamma(9) * s ** (7 - k)
                * np.exp(-2 * z * s) * inner)

    reference = quad(outer, 0, 10, points=[0.5, 1, 2], epsabs=1e-11)[0]
    assert abs(slater_integral(sto(3, z), k) / reference - 1) < 1e-4


def three_j_squared(l, k, lp_):
    p = [leg.legval(x, [0] * n + [1]) for n in (l, k, lp_)]
    return 0.5 * np.sum(x_weight * p[0] * p[1] * p[2])


exchange = {(l, q): 0.5 * sum(three_j_squared(l, k, q) * kernel[k]
                              for k in range(abs(l - q), l + q + 1, 2))
            for l in range(4) for q in range(4)}
basis, overlap, kinetic, core, fock = {}, {}, {}, {}, {}
screening = (56 - 56 / (1 + 2.35 * r) ** 2) / r
for l, z in exponents.items():
    basis[l] = np.array([sto(l, value) for value in z])
    total, product = np.add.outer(z, z), np.outer(z, z)
    overlap[l] = (2 * np.sqrt(product) / total) ** (2 * l + 3)
    kinetic[l] = 0.5 * product * overlap[l]
    core[l] = kinetic[l] - Z * total / (2 * l + 2) * overlap[l]
    fock[l] = core[l] + (basis[l] * weight * screening) @ basis[l].T


def build_fock(orbitals):
    result = {}
    for l in range(4):
        matrix = core[l].copy()
        for q in range(4):
            for u, n in zip(orbitals[q], shells[q]):
                # Average over f^3: an f electron meets n-1 others.
                count = 14 * (n - 1) / 13 if l == q == 3 else n
                potential = kernel[0] @ (weight * u * u)
                matrix += count * ((basis[l] * weight * potential)
                                   @ basis[l].T)
                mixed = basis[l] * weight * u
                matrix -= count * mixed @ exchange[l, q] @ mixed.T
        result[l] = matrix
    return result


previous, change = np.zeros(12), 1.0
for iteration in range(200):
    energies, coeff, orbitals = [], {}, {}
    for l in range(4):
        values, vectors = eigh(fock[l], overlap[l])
        n = len(shells[l])
        energies.extend(values[:n])
        coeff[l] = vectors[:, :n].T
        orbitals[l] = coeff[l] @ basis[l]
    new_fock = build_fock(orbitals)
    change = np.max(np.abs(np.array(energies) - previous))
    previous = np.array(energies)
    if change < 1e-6:
        break
    fock = {l: 0.6 * fock[l] + 0.4 * new_fock[l] for l in range(4)}
assert change < 1e-6
total_energy = kinetic_energy = 0.0
for l in range(4):
    for v, n in zip(coeff[l], shells[l]):
        total_energy += 0.5 * n * v @ (core[l] + new_fock[l]) @ v
        kinetic_energy += n * v @ kinetic[l] @ v
virial = -(total_energy - kinetic_energy) / kinetic_energy
assert abs(virial - 2) < 1e-4

u4f = orbitals[3][0]
assert abs(np.sum(weight * u4f ** 2) - 1) < 1e-6
hf = {k: slater_integral(u4f, k) * EV for k in DENOM}
e0, e3 = racah(hf)
assert e3 > 0
charge = sum(n * u * u for l in range(4)
             for u, n in zip(orbitals[l], shells[l])) - u4f ** 2
enclosed = np.cumsum(weight * charge) - 0.5 * weight * charge
zeta = EV * ALPHA ** 2 / 2 * np.sum(
    weight * u4f ** 2 * (Z - enclosed) / r ** 3)
print(f"Nd3+ Hartree-Fock virial ratio -V/T: {virial:.6f}")
print(f"mean 4f radius: {np.sum(weight * r * u4f**2) * ANGSTROM:.4f}"
      " angstrom")
for k in (2, 4, 6):
    print(f"F^{k}: {hf[k]:.4f} eV; F_{k}: {hf[k] / DENOM[k]:.6f} eV")
print(f"E^3: {e3:.5f} eV; zeta: {zeta:.5f} eV")

# ---------- spin-orbit levels, each represented once at M_J = 1/2 ----------
mj = np.array([sum(m_orb[list(d)]) + sum(0.5 - spin[list(d)])
               for d in dets])
keep = np.where(np.abs(mj - 0.5) < 1e-9)[0]
assert len(keep) == 41
sub = np.ix_(keep, keep)
so = spin_orbit[sub]
coulomb = combine(det_matrix, hf)[sub]
tags, states = np.linalg.eigh((L2 + 1000 * S2 + 0.01 * J2)[sub])
levels = {"4I9/2": (6, 4.5), "4F3/2": (3, 1.5), "4S3/2": (0, 1.5),
          "4G5/2": (4, 2.5), "4D3/2": (2, 1.5)}
pure, shift = {}, {}
for name, (L, J) in levels.items():
    tag = L * (L + 1) + 3750 + 0.01 * J * (J + 1)
    match = np.where(np.abs(tags - tag) < 1e-6)[0]
    assert len(match) == 1
    pure[name] = states[:, match[0]]
    shift[name] = pure[name] @ so @ pure[name]
    formula = (J * (J + 1) - L * (L + 1) - 3.75) / 6
    assert abs(shift[name] - formula) < 1e-8


def spectrum(scale):
    values, vectors = np.linalg.eigh(scale * coulomb + zeta * so)
    place, purity = {}, {}
    for name, state in pure.items():
        shares = (state @ vectors) ** 2
        best = np.argmax(shares)
        place[name], purity[name] = values[best], shares[best]
    ground = place["4I9/2"]
    return {n: e - ground for n, e in place.items()}, purity


# Rough measured positions (eV, two figures, ions in crystals): inputs.
rough = {"4F3/2": 1.4, "4S3/2": 1.7, "4G5/2": 2.1, "4D3/2": 3.5}
scale = brentq(lambda s: spectrum(s)[0]["4F3/2"] - rough["4F3/2"],
               0.4, 1.3)
full, _ = spectrum(1.0)
scaled, purity = spectrum(scale)
print("Terms above 4I without spin-orbit coupling, Hartree-Fock F^k:")
for name in rough:
    gap = (pure[name] @ coulomb @ pure[name]
           - pure["4I9/2"] @ coulomb @ pure["4I9/2"])
    print(f"{name[:2]}: {gap:.4f} eV")
print(f"common factor on F^k: {scale:.4f}; "
      f"scaled E^3: {scale * e3:.5f} eV")
print(f"zeta shift coefficient of 4I9/2: {shift['4I9/2']:.4f}")
print("Levels above 4I9/2 in eV; first order and full use Hartree-Fock")
print("level | zeta coeff. | first order | full | scaled first order"
      " | scaled full | rough input | quartet share (scaled)")
for name in rough:
    L = levels[name][0]
    coulomb_gap = (TERM_E3[L] - TERM_E3[6]) * e3
    so_gap = (shift[name] - shift["4I9/2"]) * zeta
    print(f"{name} | {shift[name]:.4f} | {coulomb_gap + so_gap:.3f} | "
          f"{full[name]:.3f} | {scale * coulomb_gap + so_gap:.3f} | "
          f"{scaled[name]:.3f} | {rough[name]:.1f} | {purity[name]:.3f}")
print("finished without a failed check")
```

Printed output:

```
Pair table: m m' | J,K coefficients of F_2; F_4; F_6 | w
 3  2 |     0,  25;   -21,  30;    -6,   7 |   -9
 3  1 |   -15,  10;     3,  54;    15,  28 |   -9
 3  0 |   -20,   0;    18,  63;   -20,  84 |   -6
 3 -1 |   -15,   0;     3,  42;    15, 210 |   -3
 3 -2 |     0,   0;   -21,   0;    -6, 462 |    6
 3 -3 |    25,   0;     9,   0;     1, 924 |   21
 2  1 |    -0,  15;    -7,  32;   -90, 105 |   -3
 2  0 |    -0,  20;   -42,   3;   120, 224 |   -6
 2 -1 |    -0,   0;    -7,  14;   -90, 378 |    6
 2 -2 |     0,   0;    49,  70;    36, 504 |    6
 1  0 |    12,   2;     6,  15;  -300, 350 |   12
 1 -1 |     9,  24;     1,  40;   225, 420 |   -3
Determinant energies minus 3E^0, in units of E^3:
M_L=6: (3, 2, 1):-21
M_L=4: (3, 2, -1):-6 (3, 1, 0):-3
M_L=3: (3, 2, -2):3 (3, 1, -1):-15 (2, 1, 0):3
M_L=2: (3, 2, -3):18 (3, 1, -2):3 (3, 0, -1):3 (2, 1, -1):0
M_L=0: (3, 0, -3):9 (3, -1, -2):0 (2, 1, -3):0 (2, 0, -2):-6 (1, 0, -1):21
Nd3+ Hartree-Fock virial ratio -V/T: 1.999993
mean 4f radius: 0.4755 angstrom
F^2: 13.3958 eV; F_2: 0.059537 eV
F^4: 8.4312 eV; F_4: 0.007742 eV
F^6: 6.0731 eV; F_6: 0.000825 eV
E^3: 0.08969 eV; zeta: 0.14422 eV
Terms above 4I without spin-orbit coupling, Hartree-Fock F^k:
4F: 1.8835 eV
4S: 1.8835 eV
4G: 2.9597 eV
4D: 4.8432 eV
common factor on F^k: 0.6545; scaled E^3: 0.05870 eV
zeta shift coefficient of 4I9/2: -3.5000
Levels above 4I9/2 in eV; first order and full use Hartree-Fock
level | zeta coeff. | first order | full | scaled first order | scaled full | rough input | quartet share (scaled)
4F3/2 | -2.0000 | 2.100 | 2.069 | 1.449 | 1.400 | 1.4 | 0.873
4S3/2 | -0.0000 | 2.388 | 2.374 | 1.737 | 1.712 | 1.7 | 0.868
4G5/2 | -2.5000 | 3.104 | 3.128 | 2.081 | 2.113 | 2.1 | 0.970
4D3/2 | -1.0000 | 5.204 | 5.130 | 3.530 | 3.457 | 3.5 | 0.670
finished without a failed check
```
